# Green-Kubo thermal conductivity from the decay of equilibrium energy fluctuations

## The physical situation

Much of the heat made in a transistor can leave through the crystal beneath it, and the temperature rise then depends on the thermal conductivity $\kappa$. Suppose the motion of the atoms has been computed in equilibrium, at one uniform temperature. No net heat flows and there is no temperature gradient, yet $\kappa$ can be extracted. Energy still moves from place to place at random, and a region that has become slightly too hot must cool. If it cools as Fourier's law says, the rate of cooling contains $\kappa$. These notes turn that observation into

$$
\kappa=\frac{1}{k_BT^2V}\int_0^\infty\langle J(t)J(0)\rangle\,dt ,
$$

where $J$ is the $x$ component of the energy flux integrated over the volume $V$, and the average is taken in equilibrium.

## Assumptions and conventions

The atoms move classically in a large periodic cell. The material is cubic or isotropic, so that one number $\kappa$ suffices. Energy is locally conserved and is taken to be the only slow density that matters. This neglects the coupling of heat to sound through thermal expansion, which is sized below for silicon. In a crystal free to vibrate, at low pressure, the energy of each atom is assigned to its lattice site and not to its displaced position. Otherwise the energy density also contains the mean energy per atom times the density fluctuation. That part moves with sound, depends on the zero of energy, and spoils (4) and (6) below even without thermal expansion. In a fluid, the enthalpy carried by the flow of matter would likewise first have to be removed from the energy density and the flux.

The algebra is in atomic units, with $k_B$ kept so that temperature can be given in kelvin. Neither $\hbar$ nor the electron mass enters, so the formulas hold in any consistent units.

Let $\delta e(\mathbf r,t)$ be the deviation of the energy density from its mean, and $j(\mathbf r,t)$ the energy flux along $x$. For a wavevector $k$ along $x$, define

$$
e_k=\int\delta e\,e^{-ikx}\,d^3r,\qquad j_k=\int j\,e^{-ikx}\,d^3r ,
$$

$$
C(k,t)=\frac{\langle e_k(t)e_k^*(0)\rangle}{V},\qquad C_J(k,t)=\frac{\langle j_k(t)j_k^*(0)\rangle}{V}.
$$

As $k\to0$, $j_k\to J$. The heat capacity per volume is $c$, and $D=\kappa/c$ is the diffusivity.

## What Fourier's law predicts

Local conservation reads $\partial_t\delta e+\nabla\cdot\mathbf j=0$. Multiply by $e^{-ikx}$ and integrate by parts; the boundary terms cancel in a periodic cell, and

$$
\dot e_k=-ik\,j_k. \tag{1}
$$

This is microscopic and holds at every instant. Fourier's law, $j=-\kappa\,\partial_x\delta T$, is macroscopic. With $\delta e=c\,\delta T$ it gives $j_k=-ikD\,e_k$. Inserting this in (1), where $(-ik)(-ik)=-k^2$, gives

$$
\dot e_k=-Dk^2e_k,\qquad e_k(t)=e_k(0)\,e^{-Dk^2t}. \tag{2}
$$

The decay time $1/(Dk^2)$ grows as the square of the wavelength. At long wavelengths it far exceeds the memory time $\tau$ of the flux, and the derivation rests on this separation.

## From an imposed wave to a spontaneous fluctuation

Prepare the system with a weak temperature wave $\delta T(\mathbf r)$. The statistical weight is then $\exp[-\int\beta(\mathbf r)e(\mathbf r)\,d^3r]$ with $\beta=1/(k_BT)$, and $\delta\beta=-\delta T/(k_BT^2)$. Expanding the weight and its normalization to first order gives, for any quantity $A$,

$$
\langle A\rangle_{\delta T}-\langle A\rangle=\frac{1}{k_BT^2}\int\delta T(\mathbf r')\,\langle A\,\delta e(\mathbf r')\rangle\,d^3r' . \tag{3}
$$

Averages on the right are taken in equilibrium. The formula has two uses.

First, let $\delta T$ be uniform and $A=\delta e(\mathbf r)$. The left side is $c\,\delta T$ by the definition of heat capacity, so

$$
\int\langle\delta e(\mathbf r)\,\delta e(\mathbf r')\rangle\,d^3r'=k_BT^2c .
$$

The left side is the $k\to0$ limit of $C(k,0)$, provided that equal-time correlations have a short range. Hence

$$
C(k\to0,0)=k_BT^2c. \tag{4}
$$

Second, let $\delta T=\theta e^{ikx}$ and $A=e_k(t)$. A complex wave is allowed because (3) is linear. Since $\int e^{ikx'}\delta e(\mathbf r')\,d^3r'=e_k^*$,

$$
\langle e_k(t)\rangle_{\delta T}=\frac{\theta V}{k_BT^2}\,C(k,t). \tag{5}
$$

To first order in its amplitude, the imposed wave therefore has the same time dependence as the equilibrium correlation.

Onsager's regression hypothesis supplies what mechanics has not: after a short microscopic time, the average decay follows the macroscopic law. With (2) and (4), for small $k$ and $t\gg\tau$,

$$
C(k,t)\simeq k_BT^2c\,e^{-Dk^2t},\qquad
-\partial_tC(k,t)\simeq Dk^2\,k_BT^2c\,e^{-Dk^2t}. \tag{6}
$$

The second relation is part of the hypothesis, because an approximation to a function does not by itself guarantee its slope.

## From energy correlation to flux correlation

In equilibrium $\langle e_k(t+s)e_k^*(s)\rangle$ does not depend on $s$. Differentiate it once with respect to $t$, and then differentiate the result with respect to $s$:

$$
0=\langle\ddot e_k(t+s)e_k^*(s)\rangle+\langle\dot e_k(t+s)\dot e_k^*(s)\rangle .
$$

The first term is $V\partial_t^2C$. By (1), the second is $(-ik)(+ik)\langle j_kj_k^*\rangle=k^2VC_J$. Thus

$$
-\partial_t^2C(k,t)=k^2C_J(k,t). \tag{7}
$$

Energy is unchanged when all velocities are reversed, and reversed trajectories have equal weight in equilibrium. Therefore $C(k,-t)=C(k,t)$, and the slope of this smooth function vanishes at $t=0$. Integrating (7) from zero to $t$ gives

$$
-\frac{1}{k^2}\,\partial_tC(k,t)=\int_0^tC_J(k,s)\,ds. \tag{8}
$$

The correlation starts flat, whereas the exponential in (6) has a finite slope at once. There is no conflict, because (6) is claimed only after the flux has lost its memory.

## Matching, and the order of limits

Put (6) into the left side of (8). The factor $k^2$ cancels, and $Dc=\kappa$:

$$
\int_0^tC_J(k,s)\,ds\simeq\kappa k_BT^2\,e^{-Dk^2t},\qquad t\gg\tau. \tag{9}
$$

In the window $\tau\ll t\ll1/(Dk^2)$ the exponential is close to one, and the running integral has a plateau of height $\kappa k_BT^2$. Now let $V\to\infty$ and $k\to0$ at fixed $t$. The exponential becomes one and $C_J\to\langle J(t)J(0)\rangle/V$. Finally let $t\to\infty$. This is the Green-Kubo formula stated at the start.

The opposite order fails. At fixed $k\neq0$ the correlation eventually stops changing, so the left side of (8) tends to zero and the full time integral vanishes. A wave that has completely decayed carries no more heat.

The formula also needs an integrable flux correlation. If $\langle J(t)J(0)\rangle/V$ had a positive tail falling as $1/t$ or more slowly, the integral would grow without bound and no finite $\kappa$ would exist.

## A chain of atoms

A chain in which each atom is tied to its own site tests the argument with real trajectories. In model units, with $k_B=1$ and unit mass and spacing,

$$
H=\sum_i\left[\tfrac12p_i^2+\tfrac12r_i^2+\tfrac14q_i^4\right],\qquad r_i=q_{i+1}-q_i .
$$

The tie to the site breaks momentum conservation, so sound does not provide a second conserved density. Share each bond energy equally between its two atoms:

$$
e_i=\tfrac12p_i^2+\tfrac14q_i^4+\tfrac14(r_i^2+r_{i-1}^2).
$$

With $\dot q_i=p_i$ and $\dot p_i=r_i-r_{i-1}-q_i^3$, the terms in $q_i^3p_i$ cancel and

$$
\begin{aligned}
\dot e_i&=p_i(r_i-r_{i-1})+\tfrac12r_i(p_{i+1}-p_i)+\tfrac12r_{i-1}(p_i-p_{i-1})\\
&=\tfrac12r_i(p_{i+1}+p_i)-\tfrac12r_{i-1}(p_i+p_{i-1}).
\end{aligned}
$$

This is $j_{i-1}-j_i$, with $j_i=-\tfrac12r_i(p_i+p_{i+1})$ the flux from atom $i$ to atom $i+1$. The total flux is $J=\sum_ij_i$, and the number of atoms replaces $V$.

On a lattice, Fourier's law reads $\dot e_i=D(e_{i+1}-2e_i+e_{i-1})$. A wave then decays at the rate

$$
\Gamma=D(2-2\cos k)=4D\sin^2(k/2).
$$

For 64 atoms at $T=4$, the longest wave has $k=2\pi/64$ and $4\sin^2(k/2)=0.00963$. Its decay rate, fitted between times 16 and 80, is $0.00522\pm0.00014$. The heat capacity per atom, found from the equilibrium partition function without any dynamics, is $0.819$. Therefore

$$
\kappa=\frac{0.00522\times0.819}{0.00963}=0.444\pm0.012 .
$$

The Green-Kubo integral, cut at time 50, gives $0.467\pm0.009$. The errors are standard errors of sampling; they do not include the effects of the cut in time or of the finite wavelength. The two results differ by 5% of the Green-Kubo value, or about 1.5 combined standard errors. Cutting the integral at time 25 gives $0.482$. The running integral is not flat: it peaks near 0.49 at time 15 and falls to about 0.45 at times 75 to 100. The decay is not a single exponential either: fits over times 8 to 40 and 80 to 160 give $\kappa$ of about 0.49 and 0.40, with sampling errors of 0.02 to 0.03. The agreement is therefore established only to about 10%.

The hypothesis can also be examined directly. A temperature wave of relative amplitude 0.3 was imposed and its decay compared with that of spontaneous fluctuations. After time 96 the remaining fractions were 0.636 and 0.615. This difference, 0.021 of the initial amplitude, is the largest at the times compared. Its cause, whether sampling noise or the finite amplitude, was not separated.

## A phonon gas with silicon-like numbers

The second case can be solved by hand. Let phonons carry energy at one speed $v$ and lose their direction after a mean time $\tau$. With $\mu$ the cosine of the angle to $x$ and $g(x,\mu,t)$ the energy deviation by direction,

$$
\partial_tg+v\mu\,\partial_xg=-\frac{g-\varepsilon}{\tau},\qquad
\varepsilon=\tfrac12\int_{-1}^1g\,d\mu. \tag{10}
$$

The average of the collision term over $\mu$ is zero, so collisions conserve energy. For $k=0$, multiply by $v\mu$ and average. The term in $\varepsilon$ drops out because $\mu$ averages to zero, and the mean flux decays as $e^{-t/\tau}$. At equal times, different directions fluctuate independently, and $\mu^2$ averages to $1/3$. Hence

$$
C_J(0,t)=k_BT^2c\,\frac{v^2}{3}\,e^{-t/\tau},\qquad \kappa=\frac{cv^2\tau}{3}.
$$

Take $T=300$ K, $c=0.010$ eV/(nm³ K), $v=6.0$ nm/ps and $\tau=7.0$ ps. The mean free path is $\Lambda=v\tau=42$ nm, and

$$
\kappa=\frac{0.010\times6.0^2\times7.0}{3}=0.84\ \text{eV/(nm ps K)} .
$$

This equals 0.084 eV/(Å ps K), or about 135 W/(m K). The diffusivity is $D=0.84/0.010=84$ nm²/ps.

The plateau is visible for a wave of period 10,000 nm, whose Fourier decay time is 30,155 ps. In units of $\kappa k_BT^2$, the running integral is 0.632 at 7 ps, where the flux still has memory, and 0.996 at 140 ps, on the plateau. It falls to 0.368 after one decay time and to 0.00005 after ten. The last three values follow the factor $e^{-Dk^2t}$ in (9) to within 0.0003.

## When the wavelength is not long

Seek a solution of (10) proportional to $e^{ikx-\lambda t}$, and write $x_k=k\Lambda$ and $a=1-\lambda\tau$. Then $g=\varepsilon/(a+ix_k\mu)$. Averaging over $\mu$ removes the odd imaginary part and leaves

$$
1=\frac12\int_{-1}^1\frac{a\,d\mu}{a^2+x_k^2\mu^2}=\frac1{x_k}\arctan\frac{x_k}{a}.
$$

Hence $a=x_k/\tan x_k$, and for $x_k<\pi/2$

$$
\lambda\tau=1-\frac{x_k}{\tan x_k}=\frac{x_k^2}{3}\left(1+\frac{x_k^2}{15}+\dots\right).
$$

Since $Dk^2\tau=x_k^2/3$, the leading term is Fourier's rate. At a period of 500 nm the slow rate exceeds it by 1.9%.

Steady heating asks a different question. Add a time-independent source $S e^{ikx}$, equal in all directions, to the right side of (10). With the factor $e^{ikx}$ removed, $g=(\varepsilon+S\tau)/(1+ix_k\mu)$. Its average gives

$$
\frac{S\tau}{\varepsilon}=\frac{x_k}{\arctan x_k}-1 .
$$

Define $\kappa_{\rm eff}$ by Fourier's steady balance, $S=\kappa_{\rm eff}k^2\varepsilon/c$. Then

$$
\frac{\kappa_{\rm eff}}{\kappa}=\frac{3}{x_k^2}\left(\frac{x_k}{\arctan x_k}-1\right)=1-\frac{4x_k^2}{15}+\dots
$$

In this one-path gas the two corrections have opposite signs: the late decay is slightly faster than Fourier's law predicts, while steady heating produces a larger temperature wave. In this gas one fitted conductivity cannot describe both once $k\Lambda$ is appreciable. The sign of the first correction is not general: with a broad spread of paths, the late decay can be slower than Fourier's law predicts. In the two-path gas below, at a period of 1000 nm, it is 0.65 of Fourier's rate, almost the same ratio as for steady heating.

## Comparison with silicon in a chip

Silicon near room temperature conducts roughly 150 W/(m K). The model's 135 W/(m K) is of that size because its parameters were chosen in that regime; it is not a prediction. Small devices strain the assumption that all heating patterns are long compared with the phonon paths. Real silicon has a broad spread of paths, and a single path of 42 nm hides this. As a crude repair, let half of $\kappa$ come from phonons with a path of 420 nm and half from phonons with a path of 22 nm, at the same total $\kappa$, $c$ and $v$. The source is shared in proportion to heat capacity. Each group relaxes at its own rate, the inverse of its $\tau$, toward one common local temperature, which is set so that collisions conserve the total energy. In the definition of $\kappa_{\rm eff}$, $\varepsilon$ and $S$ are now totals over both groups. For steady heating, $\kappa_{\rm eff}/\kappa$ becomes:

| Period (nm) | One path | Two paths |
|---|---|---|
| 1000 | 0.98 | 0.65 |
| 300 | 0.85 | 0.53 |
| 100 | 0.51 | 0.39 |

At 1000 nm the shortfall from Fourier's law grows from 2% to 35%, although the Green-Kubo conductivity is the same. That conductivity thus does not settle the temperature of a small hot spot; the spread of paths is needed too.

Other neglected effects can be sized from rough silicon-like inputs:

- **Quantum heat capacity.** Classical atoms at 50 per nm³ have $c=0.0129$ eV/(nm³ K). A Debye temperature of 640 K reduces this by the factor 0.805 at 300 K, to about 0.0104. With one fixed $v$ and one fixed $\tau$ for all phonons, a classical simulation would therefore give a conductivity about 24% above the quantum value. If low-frequency phonons live longer than the others, they carry more of the heat and the excess is smaller.
- **Operating temperature.** If $\tau$ varies as $1/T$, with $c$ and $v$ fixed, the conductivity at 380 K is 0.79 of its value at 300 K, or about 106 W/(m K). This leaves out the rise of the quantum heat capacity, which is about 8% over this range in the same Debye model and would raise the ratio to about 0.85. Measured silicon falls faster than $1/T$ in this range, to roughly 0.7 of its value at 300 K, so this estimate understates the loss.
- **Thermal expansion.** The coupling of heat to sound is measured by $(c_p-c_v)/c_v=\alpha^2BT/c$, where $\alpha$ is the volume expansion coefficient and $B$ the bulk modulus. With $\alpha=8\times10^{-6}$ K⁻¹ and $B=100$ GPa it is about 0.0012, so, with energies assigned to lattice sites, treating energy as the only slow density is a good approximation here.

The numerical output below lists the inputs and the ratios used in these estimates.

## Table of computed values

```
CHAIN, model units: sites, copies, T, time step: 64 2000 4.0 0.08
local conservation, largest error: 4.7e-06
mean energy per site, MD / transfer operator: 3.384 / 3.386
heat capacity per site, MD / transfer operator: 0.817 / 0.819
Green-Kubo kappa cut at time 25: 0.482
Green-Kubo kappa cut at time 50: 0.467 +- 0.009
decay rate of longest wave: 0.00522 +- 0.00014
kappa from that decay: 0.444 +- 0.012
relative amplitude of imposed temperature wave: 0.3
time 0: imposed wave 1.000, spontaneous 1.000
time 32: imposed wave 0.857, spontaneous 0.851
time 64: imposed wave 0.739, spontaneous 0.720
time 96: imposed wave 0.636, spontaneous 0.615
PHONON GAS: T = 300 K, c = 0.010 eV/(nm^3 K), v = 6.0 nm/ps, tau = 7.0 ps
mean free path: 42.0 nm
energy fluctuation kB T^2 c: 0.07756 eV^2/nm^3
flux correlation at t=0: 0.93067 eV^2/(nm ps^2)
kappa, Green-Kubo quadrature: 0.84000 eV/(nm ps K)
kappa, slow decay rate: 0.84000 eV/(nm ps K)
kappa converted: 0.08400 eV/(angstrom ps K) = 134.6 W/(m K)
diffusivity: 84.00 nm^2/ps
slope side / flux side at 500 nm, 20 ps: 0.676716 / 0.676717 eV/(nm ps K)
Fourier decay time at period 10000 nm: 30155 ps
running integral / kappa at 7 ps: 0.63208
running integral / kappa at 140 ps: 0.99565
running integral / kappa at 30155 ps: 0.36796
running integral / kappa at 301551 ps: 0.00005
slow decay rate / Fourier rate at 500 nm: 1.0191
two-path gas: paths 22.1 and 420 nm, long-path share of c 0.050
two-path kappa: 0.84000 eV/(nm ps K)
steady heating, period 1000 nm: kappa_eff/kappa 0.982 one path, 0.647 two paths
steady heating, period 300 nm: kappa_eff/kappa 0.850 one path, 0.528 two paths
steady heating, period 100 nm: kappa_eff/kappa 0.510 one path, 0.392 two paths
rough inputs: Debye 640 K, 50 atoms/nm^3, volume expansion 8e-06 1/K, bulk modulus 100 GPa
classical heat capacity: 0.01293 eV/(nm^3 K)
quantum / classical heat capacity (Debye): 0.805
thermal-expansion coupling (cp-cv)/cv: 1.2e-03
kappa(380 K)/kappa(300 K) if tau ~ 1/T: 0.789
```
